# Silicon's zero-point displacement in the Debye model, with first thermal correction

## Definitions and conventions

Let $u_x$ be the displacement of a silicon atom from its mean site along one Cartesian axis. The quantity sought is the rms value $\sqrt{\langle u_x^2\rangle}$ at temperature $T=0$. If the three axes are equivalent, the full three-dimensional rms displacement is $\sqrt3$ times larger.

The crystal has $N$ atoms of equal mass $M$ and is treated as harmonic. Its vibrations are described by the Debye model: the frequencies run from zero to a cutoff $\omega_D$, and the density of modes, normalized to one, is

$$g(\omega)=\frac{3\omega^2}{\omega_D^3},\qquad 0<\omega<\omega_D,\qquad \hbar\omega_D=k_B\Theta .$$

This single distribution stands for all $3N$ modes, including those that are optical in the real crystal. The Debye temperature $\Theta=645$ K is taken as the value describing the low-temperature heat capacity. The small parameter of the expansion is $t=T/\Theta$.

## From one oscillator to one atom

A normal mode with coordinate $Q$ and momentum $P$ has the Hamiltonian

$$H=\frac{P^2}{2M}+\frac{M\omega^2Q^2}{2}.$$

In an energy eigenstate the mean of $QP$ does not change in time. Its rate of change is $\langle P^2\rangle/M-M\omega^2\langle Q^2\rangle$, so this difference vanishes. The mean kinetic and potential energies are therefore equal, and each is half the total energy. In the ground state the total is $\hbar\omega/2$, hence

$$\frac{M\omega^2\langle Q^2\rangle}{2}=\frac{\hbar\omega}{4}
\quad\Longrightarrow\quad
\langle Q^2\rangle=\frac{\hbar}{2M\omega}.$$

In thermal equilibrium the energy becomes $\hbar\omega(n+\tfrac12)$, with $n=1/(e^{\hbar\omega/k_BT}-1)$, and the same equality gives

$$\langle Q^2\rangle=\frac{\hbar}{2M\omega}\,(1+2n).$$

Now number the $3N$ displacement components by $i$ and the modes by $s$, and write $u_i=\sum_s e_{s,i}Q_s$ with orthonormal real vectors $e_s$. Different modes are independent and each has $\langle Q_s\rangle=0$, so the cross terms vanish:

$$\langle u_i^2\rangle=\sum_s e_{s,i}^2\langle Q_s^2\rangle .$$

Summing over $i$ and using $\sum_i e_{s,i}^2=1$ gives $\sum_i\langle u_i^2\rangle=\sum_s\langle Q_s^2\rangle$.

In silicon the threefold axes through an atom interchange $x$, $y$ and $z$, and inversion about a bond centre interchanges the two atoms of the primitive cell. All $3N$ variances are therefore equal, and each is the average over modes:

$$\langle u_x^2\rangle=\frac{1}{3N}\sum_s\langle Q_s^2\rangle
=\frac{\hbar}{2M}\left\langle\frac{1+2n}{\omega}\right\rangle_{\rm modes}.$$

The three uniform translations are left out, since they move the crystal as a whole. Their share of the mode count is $1/N$. In a uniaxial crystal symmetry does not require the three axes to be equal.

## The leading term at low temperature

At $T=0$ every $n$ is zero, and the Debye average is

$$\left\langle\frac1\omega\right\rangle=\int_0^{\omega_D}\frac{3\omega^2}{\omega_D^3}\,\frac{d\omega}{\omega}
=\frac{3}{\omega_D^3}\,\frac{\omega_D^2}{2}=\frac{3}{2\omega_D}.$$

Inserting this and $\omega_D=k_B\Theta/\hbar$,

$$\boxed{\langle u_x^2\rangle_0=\frac{\hbar}{2M}\,\frac{3}{2\omega_D}=\frac{3\hbar^2}{4Mk_B\Theta}}$$

The energy that sets the amplitude is the harmonic mean over the modes, $\tfrac23k_B\Theta$, which is lower than the cutoff energy $k_B\Theta$.

For silicon, $M=28.086$ u $=4.6638\times10^{-26}$ kg. The cutoff energy is 55.58 meV and the harmonic mean is 37.05 meV. With $\hbar=1.0546\times10^{-34}$ J s,

$$\frac{\hbar^2}{2M}=1.192\times10^{-43}\ \mathrm{J\,m^2}=0.0744\ \mathrm{meV\,Å^2},$$

$$\langle u_x^2\rangle_0=\frac{0.0744}{37.05}\ \mathrm{Å^2}=2.008\times10^{-3}\ \mathrm{Å^2},
\qquad \sqrt{\langle u_x^2\rangle_0}=0.045\ \mathrm{Å}=4.5\ \mathrm{pm}.$$

The three-dimensional rms is 0.078 Å. Placing every mode at the cutoff energy would reduce the variance by the factor $2/3$ and give 0.037 Å along one axis.

The amplitude depends weakly on mass. At fixed force constants all frequencies scale as $M^{-1/2}$, and so does $\Theta$. The product $M\Theta$ then scales as $M^{1/2}$, and the rms displacement as $M^{-1/4}$.

## The first thermal correction

At finite temperature the Debye average contains a second term:

$$\langle u_x^2\rangle=\frac{3\hbar}{2M\omega_D^3}\left[\int_0^{\omega_D}\omega\,d\omega+2\int_0^{\omega_D}\frac{\omega\,d\omega}{e^{\hbar\omega/k_BT}-1}\right].$$

The first integral is $\omega_D^2/2$. In the second, put $x=\hbar\omega/k_BT$. Then $\omega=\omega_D\,t\,x$, so $\omega\,d\omega=\omega_D^2t^2x\,dx$, and the upper limit is $1/t$. Taking out the factor $2\omega_D^2$ gives

$$\langle u_x^2\rangle=\frac{3\hbar^2}{Mk_B\Theta}F(t),\qquad
F(t)=\frac14+t^2\int_0^{1/t}\frac{x\,dx}{e^x-1}.$$

For $t\ll1$ the upper limit may be moved to infinity. Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and integrating term by term,

$$\int_0^\infty\frac{x\,dx}{e^x-1}=\sum_{m=1}^\infty\int_0^\infty xe^{-mx}dx=\sum_{m=1}^\infty\frac1{m^2}=\frac{\pi^2}{6}.$$

The part added by moving the limit is, to leading order,

$$t^2\int_{1/t}^\infty xe^{-x}dx=t^2\left(\frac1t+1\right)e^{-1/t}=(t+t^2)e^{-1/t},$$

which is smaller than any power of $t$ as $t\to0$. Hence

$$F(t)=\frac14+\frac{\pi^2}{6}t^2-(t+t^2)e^{-1/t}+\dots$$

Dividing by $\tfrac14$ and keeping the first correction,

$$\langle u_x^2\rangle\simeq\langle u_x^2\rangle_0\left[1+\frac{2\pi^2}{3}\left(\frac{T}{\Theta}\right)^2\right].$$

The power $T^2$ has a simple origin. The number of thermally excited modes grows as $T^3$, while the variance of a mode at energy near $k_BT$ is proportional to $1/\omega$, hence to $1/T$.

At 25 K, $t=0.0388$ and the correction is $6.58\times0.00150=0.0099$. The variance rises by 1.0% and the rms by half as much. At that temperature the zero-point value describes the motion well.

## The opposite limit and room temperature

For $T\gg\Theta$ the variable $x$ stays small over the whole range, and

$$\frac{x}{e^x-1}=1-\frac x2+\frac{x^2}{12}+\dots$$

Integrating to $1/t$ and multiplying by $t^2$,

$$F(t)=\frac14+t^2\left[\frac1t-\frac1{4t^2}+\frac1{36t^3}+\dots\right]
=t+\frac1{36t}+\dots$$

The zero-point constant cancels. The leading term is the classical result, proportional to $T$, and the first quantum correction is positive.

At 300 K, $t=0.465$. The two expansions, each with its first correction, give for the variance relative to $T=0$

$$\text{low-}T:\ 4\,(0.250+0.356)=2.42,\qquad
\text{high-}T:\ 4\,(0.465+0.060)=2.10 .$$

The full Debye integral gives 2.089. The high-temperature form is thus the better one here, although $T$ is below $\Theta$. The low-temperature form fails because the discarded term $(t+t^2)e^{-1/t}$ is already 0.079.

The rms displacement at 300 K is 0.065 Å in the Debye model. In this model the thermal part of the variance equals the zero-point part at 284 K, so at room temperature neither may be dropped.

## Correction for the shape of the phonon spectrum

The low-temperature heat capacity counts modes of small $\omega$. Their number is proportional to $\sum 1/v^3$ over the three acoustic branches, where $v$ is the sound speed. The value $\Theta=645$ K therefore fixes a mean sound speed, whereas the zero-point variance needs $\langle1/\omega\rangle$ over the whole spectrum.

To size the difference, take a spectrum with the same $\Theta$ but a more silicon-like shape. The parameters are rough typical values: lattice constant $a=0.543$ nm, longitudinal sound speed 9.0 km/s, and three optical branches at 60 meV. The acoustic branches rise linearly and then stay flat, at 19 meV for the two transverse ones and at 47 meV for the longitudinal one.

The atomic density is $8/a^3$, so the Debye wavevector is $k_D=(48\pi^2)^{1/3}/a$. The mean speed is $v_D=k_B\Theta/(\hbar k_D)=5.88$ km/s. The transverse speed then follows from

$$\frac{3}{v_D^3}=\frac{2}{v_T^3}+\frac{1}{v_L^3}\quad\Longrightarrow\quad v_T=5.31\ \mathrm{km/s}.$$

Each branch has one wavevector per primitive cell of two atoms. These fill a sphere of radius $k_c=(24\pi^2)^{1/3}/a$. Let $q=k/k_c$, so that the normalized weight is $3q^2dq$. If the linear law continued to $q=1$ it would reach the energy $E_m=\hbar vk_c$, which is 39.8 meV for the transverse and 67.5 meV for the longitudinal branch. With a plateau at $E_p$, reached at $q_0=E_p/E_m$,

$$\left\langle\frac1E\right\rangle=\int_0^{q_0}\frac{3q^2dq}{E_mq}+\int_{q_0}^1\frac{3q^2dq}{E_p}
=\frac{3E_p^2}{2E_m^3}+\frac{1-(E_p/E_m)^3}{E_p}.$$

For a transverse branch this is $0.0086+0.0469=0.0555$ meV$^{-1}$, and for the longitudinal branch $0.0108+0.0141=0.0249$ meV$^{-1}$. Each optical branch gives $1/60=0.0167$ meV$^{-1}$. The average over six branches is

$$\frac{2(0.0555)+0.0249+3(0.0167)}{6}=0.0310\ \mathrm{meV^{-1}},$$

a harmonic-mean energy of 32.3 meV instead of 37.05 meV. The variance grows by the ratio $37.05/32.28=1.148$, and the rms by 7%, to 0.048 Å.

The flat transverse branches cause the increase. If they stayed linear up to 39.8 meV, with everything else held fixed, each would contribute $3/(2\times39.8)=0.0377$ meV$^{-1}$. The average would then be about 0.025 meV$^{-1}$, below the Debye value $1/37.05=0.0270$ meV$^{-1}$.

The heat capacity hardly sees this change at low temperature: at 10 K the new spectrum gives 1.0001 times the Debye $T^3$ law. So close an agreement is built in, because the branches used here are exactly linear up to the plateau. In real silicon the transverse branches bend gradually, and the heat capacity rises above the $T^3$ law sooner, by several percent at 10 K and by nearly a factor of two at 25 K. Yet a Debye formula that is to reproduce its zero-point amplitude needs 562 K instead of 645 K.

The first thermal correction behaves differently from the leading term. As $T\to0$ it comes from the same low-frequency modes as the heat capacity, so its absolute size is correctly given by 645 K in both spectra. This requires $k_BT$ to be far below the 19 meV plateau.

## Reading the estimate for real silicon

The spectrum of real silicon does not have the Debye shape, and at $T=0$ the rough correction above moves the rms from 0.045 to 0.048 Å. At 300 K the same change of spectrum matters more, because the classical variance $k_BT/(M\omega^2)$ weights low frequencies more strongly than $1/\omega$ does. The rms there rises from 0.065 to 0.076 Å. Diffraction measurements at room temperature give roughly 0.08 Å. The spectrum used here is itself schematic, and the result depends on its parameters. Lowering the transverse plateau from 19 to 15 meV, with the other inputs unchanged, raises the rms from 0.048 to 0.051 Å at $T=0$ and from 0.076 to about 0.09 Å at 300 K. At room temperature even the second decimal is therefore uncertain, and the closeness to the measured value does not confirm the chosen spectrum.

Anharmonic forces have not been evaluated. The Debye zero-point rms is 1.9% of the 2.35 Å bond length, which shows that the motion is small but does not bound the anharmonic correction.

For band edges and phonon-assisted absorption, the displacement sets the scale of the motion but does not by itself give the spectrum. If the energy of a nondegenerate level is expanded to second order in the mode coordinates, the linear terms average to zero and the quadratic terms give a shift $\sum_s c_s\langle Q_s^2\rangle$. The coefficients $c_s$ differ from mode to mode, whereas $\langle u_x^2\rangle$ weights all modes equally. The zero-point part of each $\langle Q_s^2\rangle$ remains at $T=0$, so a band edge can be shifted by lattice motion even in a cold crystal. The top of the valence band in silicon is degenerate, and a displacement can split it already in first order. In a finite cell of $N$ atoms the expansion above then does not apply to each of its levels separately. Only the modes of zero wavevector produce this first-order splitting, and their amplitude per atom falls as $N^{-1/2}$. The mean splitting therefore dies out as the cell grows, while the quadratic shift, to which all modes contribute, stays finite. The same caution for finite cells holds for the six equivalent valleys at the bottom of the conduction band, which only modes of a few particular wavevectors couple in first order.

The numerical output below lists the main values used here.

## Table of computed values

```
INPUTS
Atomic mass of silicon: 28.086 u
Atomic mass of silicon in SI: 4.6638e-26 kg
Debye temperature: 645 K
DEBYE ESTIMATE AT T = 0
Debye energy kB*Theta: 55.58 meV
Harmonic-mean phonon energy: 37.05 meV
Variance along one axis: 2.008e-03 angstrom^2
Rms along one axis: 0.0448 angstrom
Rms along one axis, converted: 4.48 pm
Three-dimensional rms: 0.0776 angstrom
Rms if all modes sat at kB*Theta: 0.0366 angstrom
TEMPERATURE OF USE, DEBYE MODEL
Temperature of use: 300 K
Rms along one axis at that temperature: 0.0648 angstrom
Variance ratio to T = 0: 2.089
Thermal part equals zero-point part at: 284 K
ROUGH SILICON-LIKE SPECTRUM, SAME CALORIC THETA
Lattice constant (rough): 0.543 nm
Longitudinal sound speed (rough): 9.0 km/s
Mean Debye sound speed: 5.88 km/s
Transverse sound speed from Theta: 5.31 km/s
Transverse linear edge energy: 39.8 meV
Transverse plateau (rough): 19 meV
Longitudinal linear edge energy: 67.5 meV
Longitudinal plateau (rough): 47 meV
Optical energy (rough): 60 meV
Mean 1/E, transverse branch: 0.0555 1/meV
Mean 1/E, longitudinal branch: 0.0249 1/meV
Mean 1/E, optical branch: 0.0167 1/meV
Mean 1/E, all six branches: 0.0310 1/meV
Share of flat transverse parts in mean 1/E: 50.5 %
Harmonic-mean phonon energy: 32.28 meV
Rms along one axis at T = 0: 0.0480 angstrom
Change of rms from Debye value: 7.1 %
Debye temperature matching this rms: 562 K
Rms along one axis at 300 K: 0.0762 angstrom
Heat-capacity ratio to Debye law at 10 K: 1.00013
SIZE OF THE MOTION
Bond length: 2.351 angstrom
Debye zero-point rms over bond length: 1.91 %
```
